# Average Stress of a Plated Film from Substrate Curvature

## Problem

A thin disc of radius $a=20$ mm and thickness $h_s=500$ µm is plated on one face with a uniform metal film of thickness $h_f=10$ µm. Before plating, the disc is slightly dished, with its centre $4$ µm below its rim when the face to be plated points up. After plating, the centre lies $24$ µm below the rim. The disc is free to bend.

The following round model parameters are used:

- substrate: Young's modulus $E_s=200$ GPa, Poisson ratio $\nu_s=0.30$;
- film: $E_f=150$ GPa, $\nu_f=0.35$.

Both layers are isotropic and linearly elastic, and the film adheres perfectly. At each point the stress is the same in all in-plane directions, and the stress normal to the disc is zero. The disturbed zone near the rim is ignored.

(a) Derive the relation between the average film stress and the change of curvature for any thickness ratio $h=h_f/h_s$, taking the film's mismatch with the substrate as uniform. Obtain Stoney's equation as its thin-film limit.

(b) Calculate the film stress from Stoney's equation. Is it tensile or compressive?

(c) Is the film thin enough? Answer for the average stress left in the bent disc, and then for the stress the film would have if the substrate had not relaxed.

(d) How do a stress gradient through the film, and growth on a disc that bends during plating, affect the answer?

(e) Check that the deflection is small enough for linear plate bending.

(f) At what film thickness does the error of Stoney's equation reach 5 %? What does a 1 % error in the substrate thickness do?

## Solution

### (a) From curvature to average stress

**Hooke's law.** Let $\sigma$ be the in-plane stress, equal in the directions $x$ and $y$. With no normal stress, the strain along $x$ is

$$\varepsilon=\frac{\sigma-\nu\sigma}{E}=\frac{1-\nu}{E}\,\sigma ,\qquad\text{so}\qquad \sigma=M\varepsilon,\quad M=\frac{E}{1-\nu}.$$

The biaxial modulus $M$ replaces $E$ because a stress along $y$ shortens the material along $x$. A larger stress is then needed for the same strain.

**Strain.** Let $z$ be the height above the substrate mid-plane, with the film on top, and count tension as positive. Curvature $\kappa$ is positive when the film side is concave. Plating changes it from $\kappa_0$ to $\kappa_1$, and $\Delta\kappa=\kappa_1-\kappa_0$. In a thin plate, straight lines normal to the mid-plane remain straight and normal, so the strain caused by plating is linear in $z$:

$$\varepsilon(z)=\varepsilon_0-\Delta\kappa\,z .$$

The minus sign expresses that material on the concave side is shortened. Any stress in the bare disc is already in balance and drops out of the changes considered here.

The film carries an additional mismatch strain $\varepsilon_m$, the strain it would have on a substrate that had not deformed. The stresses are therefore

$$\sigma_s(z)=M_s(\varepsilon_0-\Delta\kappa z),\qquad \sigma_f(z)=M_f(\varepsilon_0-\Delta\kappa z+\varepsilon_m).$$

**Force balance.** No external force acts on the disc, so the stress integrated over the whole thickness is zero. In the substrate the term linear in $z$ integrates to zero. With $\sigma_{av}$ the average film stress,

$$M_sh_s\varepsilon_0+\sigma_{av}h_f=0
\qquad\Rightarrow\qquad \varepsilon_0=-\frac{\sigma_{av}h_f}{M_sh_s}. \tag{1}$$

**Moment balance.** The integral of $\sigma z$ must vanish too. In the substrate the $\varepsilon_0$ term now drops out, leaving

$$\int_{-h_s/2}^{h_s/2}\sigma_s z\,dz=-M_s\Delta\kappa\int_{-h_s/2}^{h_s/2}z^2dz=-\frac{M_sh_s^3\Delta\kappa}{12}.$$

In the film, write $z=z_c+y$, where $z_c=(h_s+h_f)/2$ is the height of its mid-plane. For uniform $\varepsilon_m$ the stress is $\sigma_f=\sigma_{av}-M_f\Delta\kappa\,y$, and

$$\int_{-h_f/2}^{h_f/2}(\sigma_{av}-M_f\Delta\kappa\,y)(z_c+y)\,dy=\sigma_{av}h_fz_c-\frac{M_fh_f^3\Delta\kappa}{12},$$

since the terms odd in $y$ vanish. Setting the sum of the two moments to zero gives

$$\sigma_{av}h_f\,\frac{h_s+h_f}{2}=\frac{\Delta\kappa}{12}\left(M_sh_s^3+M_fh_f^3\right). \tag{2}$$

Divide by $h_f(h_s+h_f)/2$ and take out the factor $M_sh_s^3$. With $m=M_f/M_s$,

$$\sigma_{av}=\sigma_{St}\,\frac{1+mh^3}{1+h},\qquad
\boxed{\sigma_{St}=\frac{M_sh_s^2\,\Delta\kappa}{6h_f}} \tag{3}$$

For $h\to0$ at given $\sigma_{St}$ the fraction tends to 1, and $\sigma_{av}=\sigma_{St}$, which is Stoney's equation. It contains no elastic constant of the film: the film acts through its force per width $\sigma_{av}h_f$, and its own resistance to bending enters (3) only through $mh^3$.

### (b) The Stoney stress

**Curvature from sag.** A spherical cap of radius $R=1/\kappa$ and rim radius $a\ll R$ has the sag

$$\delta=R-\sqrt{R^2-a^2}\approx\frac{a^2}{2R}=\frac{\kappa a^2}{2},
\qquad\text{so}\qquad \Delta\kappa=\frac{2(\delta_1-\delta_0)}{a^2}.$$

The initial sag has to be subtracted, because only the change is due to the film:

$$\Delta\kappa=\frac{2\,(24-4)\times10^{-6}\ \text{m}}{(20\times10^{-3}\ \text{m})^2}=0.100\ \text{m}^{-1}.$$

This change is equivalent to bending a flat disc to a radius of 10 m.

**Stress.** The substrate modulus is $M_s=200/(1-0.30)=285.7$ GPa. Then

$$\sigma_{St}=\frac{(285.7\times10^{9}\ \text{Pa})(500\times10^{-6}\ \text{m})^2(0.100\ \text{m}^{-1})}{6\,(10\times10^{-6}\ \text{m})}=1.19\times10^{8}\ \text{Pa}=119\ \text{MPa}.$$

The plated side became more concave, so $\Delta\kappa>0$ and the stress is tensile. The film pulls its side of the disc together. A compressive film would have made the sag smaller or reversed it.

### (c) The thin-film condition

The thickness ratio is $h=10/500=0.020$. Whether this is small enough depends on the stress that is wanted.

**Average stress in the bent disc.** From (3),

$$\frac{\sigma_{St}}{\sigma_{av}}=\frac{1+h}{1+mh^3}\approx1+h .$$

The leading error relative to $\sigma_{av}$ is $+h$, whatever the film modulus. It comes from the lever arm: the film force acts at a distance $(h_s+h_f)/2$ from the substrate mid-plane, while Stoney's equation uses $h_s/2$. With $M_f=150/(1-0.35)=230.8$ GPa and $m=0.808$, the term $mh^3$ is below $10^{-5}$, and

$$\sigma_{av}=\frac{119.05\ \text{MPa}}{1.02}=116.7\ \text{MPa}.$$

Stoney's equation is 2.0 % too high. The film is thin enough if an error of 2 % is acceptable; otherwise, division by $1+h$ removes nearly all of the error.

**Stress before relaxation.** Suppose the film had been deposited on a substrate held rigidly in its original shape. Its stress would be the mismatch stress $\sigma_m=M_f\varepsilon_m$. On release, the substrate contracts and bends, and the film loses part of its tension. At the film mid-plane $\sigma_{av}=M_f(\varepsilon_0-\Delta\kappa z_c+\varepsilon_m)$, hence

$$\sigma_m=\sigma_{av}-M_f\varepsilon_0+M_f\Delta\kappa\,z_c .$$

By (1), the second term is $-M_f\varepsilon_0=mh\,\sigma_{av}$. For the third, the definition of $\sigma_{St}$ gives $\Delta\kappa=6h_f\sigma_{St}/(M_sh_s^2)$, so

$$M_f\Delta\kappa\,\frac{h_s+h_f}{2}=3mh(1+h)\,\sigma_{St}.$$

Insert (3) for $\sigma_{av}$ and use the common denominator $1+h$:

$$\frac{\sigma_m}{\sigma_{St}}=\frac{(1+mh)(1+mh^3)+3mh(1+h)^2}{1+h}
=\frac{1+4mh+6mh^2+4mh^3+m^2h^4}{1+h}. \tag{4}$$

To first order this is $1+(4m-1)h$. Of the part $4mh$, one quarter comes from the contraction of the substrate and three quarters from its bending. Here

$$\sigma_m=119.05\ \text{MPa}\times\frac{1.0666}{1.02}=124.5\ \text{MPa}.$$

Relative to this stress, Stoney's equation is 4.4 % too low. The same reading thus gives an error of opposite sign and about twice the size when the other stress is meant. Unlike the average, $\sigma_m$ requires the film modulus once the first correction is included.

### (d) Gradients and growth on a bending disc

**Gradient.** Let the mismatch stress rise linearly by $\Delta\sigma$ from the interface to the outer face. The film stress gains a term $(\Delta\sigma/h_f)\,y$, which has zero average but a moment

$$\int_{-h_f/2}^{h_f/2}\frac{\Delta\sigma}{h_f}\,y^2\,dy=\frac{\Delta\sigma\,h_f^2}{12}.$$

This is added to the left side of (2). Solving again for the average,

$$\sigma_{av}=\sigma_{St}\,\frac{1+mh^3}{1+h}-\frac{\Delta\sigma\,h}{6(1+h)}. \tag{5}$$

Even a rise of 100 MPa, comparable with the stress itself, shifts the average here by only $-0.33$ MPa. The shift is set by $\Delta\sigma\,h$ and not by the mean, so the average is robust as long as it is large compared with $\Delta\sigma\,h/6$; a film whose mean stress is near zero can still bend the disc slightly through its gradient alone. Because the shift is so small here, a single curvature reading says almost nothing about the gradient: a thin film bends the disc through its total force, nearly regardless of how that force is distributed over its thickness.

**Growth.** A plated film is built up while the free disc is already bending. Suppose that every new layer arrives with the same stress $\sigma_d$. When the thickness grows by $dh'$, the film force per width grows by $\sigma_d\,dh'$ to leading order. By (1) and Stoney's equation the substrate responds with

$$d\varepsilon_0=-\frac{\sigma_d\,dh'}{M_sh_s},\qquad d\kappa=\frac{6\sigma_d\,dh'}{M_sh_s^2}.$$

The layers already present lie at $z\approx h_s/2$. Their strain changes by

$$d\varepsilon_0-\frac{h_s}{2}\,d\kappa=-(1+3)\frac{\sigma_d\,dh'}{M_sh_s}=-\frac{4\sigma_d\,dh'}{M_sh_s}.$$

A layer at distance $s$ from the interface undergoes this relaxation while the remaining thickness $h_f-s$ is added. Its final stress is

$$\sigma(s)=\sigma_d\left[1-4m\,\frac{h_f-s}{h_s}\right].$$

The mean of $h_f-s$ over the film is $h_f/2$, so

$$\sigma_{av}\approx\sigma_d(1-2mh),\qquad \sigma_d\approx\sigma_{av}(1+2mh). \tag{6}$$

The average loss is half of that in (c), because the last layers hardly relax. Growth has also produced a gradient $\Delta\sigma\approx4mh\,\sigma_d$. By (5) it changes the average at given curvature by about $-\tfrac23mh^2\sigma_d$, a second-order effect.

A layer-by-layer calculation for this disc gives $\sigma_d=120.5$ MPa and a final average of 116.7 MPa, equal to the uniform-mismatch result at this precision. Formula (6) agrees: $116.7\times(1+2\times0.808\times0.02)=120.5$ MPa. The corrected Stoney average thus applies to both histories, whereas the stress at deposition depends on whether the disc was held or free.

### (e) Is the deflection small?

A thin film does not by itself guarantee linear bending. A flat disc cannot become spherical without stretching its mid-plane, and this stretching adds resistance that (2) leaves out. Its size can be found by assuming that the curvature remains uniform.

The shape $w=\kappa r^2/2$ has the slope $\kappa r$. With radial displacement $u(r)$, the mid-plane strains of a shallow disc are

$$\varepsilon_r=u'+\frac{B r^2}{2},\qquad \varepsilon_\theta=\frac ur,\qquad B=\kappa_1^2-\kappa_0^2 .$$

Eliminating $u=r\varepsilon_\theta$ gives $\varepsilon_r-(r\varepsilon_\theta)'=Br^2/2$. In-plane equilibrium requires $(r\sigma_r)'=\sigma_\theta$, and $\sigma_r$ must vanish at the free rim. Both conditions are met by

$$\sigma_r=C(a^2-r^2),\qquad \sigma_\theta=C(a^2-3r^2).$$

Hooke's law, $E_s\varepsilon_r=\sigma_r-\nu_s\sigma_\theta$ and $E_s\varepsilon_\theta=\sigma_\theta-\nu_s\sigma_r$, then yields

$$E_s\left[\varepsilon_r-(r\varepsilon_\theta)'\right]=C r^2\left[-(1-3\nu_s)+3(3-\nu_s)\right]=8Cr^2,$$

so $C=E_sB/16$. The centre is stretched and the rim is compressed along its circumference.

The stretching energy follows with $2\pi r\,dr=\pi\,d(r^2)$. The integrals over $r^2$ of $(a^2-r^2)^2$, $(a^2-3r^2)^2$ and $(a^2-r^2)(a^2-3r^2)$ are $a^6/3$, $a^6$ and $0$. Hence

$$U_m=\frac{h_s}{2E_s}\int_0^a(\sigma_r^2+\sigma_\theta^2-2\nu_s\sigma_r\sigma_\theta)\,2\pi r\,dr
=\frac{\pi h_sC^2}{2E_s}\cdot\frac{4a^6}{3}=\frac{\pi E_sh_sa^6B^2}{384}.$$

In bending, each of the two in-plane directions contributes $\tfrac12M_s\varepsilon^2$ per volume, so

$$U_b=\pi a^2M_s\,\Delta\kappa^2\int_{-h_s/2}^{h_s/2}z^2\,dz=\frac{\pi a^2M_sh_s^3\,\Delta\kappa^2}{12}.$$

Each resistance is measured by its restoring moment, taken as the derivative of the energy with respect to $\kappa_1$. Using $B=(\kappa_1+\kappa_0)\Delta\kappa$, the ratio of the two resistances is

$$N=\frac{\pi E_sh_sa^6\kappa_1B/96}{\pi a^2M_sh_s^3\Delta\kappa/6}
=\frac{(1-\nu_s)\,a^4\,\kappa_1(\kappa_1+\kappa_0)}{16h_s^2}. \tag{7}$$

Linear bending requires $N\ll1$. With $\kappa_0=0.020$ m$^{-1}$ and $\kappa_1=0.120$ m$^{-1}$,

$$N=\frac{0.70\,(0.020)^4\,(0.120)(0.140)}{16\,(500\times10^{-6})^2}=4.7\times10^{-4}.$$

In this estimate the neglected resistance is about 0.05 % of the bending resistance. When the curvature is allowed to vary over the disc, the relative error of a stress read from the sag is about $1.5N$. Here this is 0.07 % or 0.08 MPa, which would raise the average from 116.7 to 116.8 MPa. The effect remains far below the thin-film correction.

For an initially flat disc, $\kappa_1a^2=2\delta_1$ turns (7) into $N=(1-\nu_s)\,\delta_1^2/(4h_s^2)$. The sag must therefore be small compared with the substrate thickness; here their ratio is 0.048. A wide, thin substrate can violate this condition even when $h$ is very small.

### (f) Limits of use

The ratio of the Stoney stress to each of the two stresses, for $m=0.808$ and uniform mismatch, is:

| $h$ | $\sigma_{St}/\sigma_{av}$ | $\sigma_{St}/\sigma_m$ |
|---|---|---|
| 0.001 | 1.001 | 0.998 |
| 0.01 | 1.010 | 0.978 |
| 0.02 | 1.020 | 0.956 |
| 0.05 | 1.050 | 0.894 |
| 0.10 | 1.099 | 0.800 |
| 0.20 | 1.192 | 0.643 |

The error reaches 5 % of the average stress at $h=0.050$, which is a film of 25 µm on this disc. It reaches 5 % of the mismatch stress already at $h=0.023$, or 11.5 µm. The 10 µm film passes both limits, the second one narrowly.

The error in the average does not grow without end. By (3), $\sigma_{St}=\sigma_{av}$ again when $h=mh^3$, that is at $h=1/\sqrt m$. There the neglected lever arm and the neglected film stiffness cancel. For $m=1$ this happens at $h=1$, where (4) gives $\sigma_m=8\sigma_{St}$. Agreement at such a point does not make the film thin.

Finally, $h_s$ enters Stoney's equation squared. At fixed curvature and film thickness, a substrate thickness entered 1 % too large multiplies the stress by $1.01^2$, an error of 2.0 %. This is as large as the whole thin-film correction for the average. Dividing by $1+h$ is still worthwhile, because it removes a known bias, but it does not reduce the uncertainty that comes from the substrate thickness.

The result is a tensile average stress of about 117 MPa, or 119 MPa without the thickness correction. It rests on the assumed uniform film: if the sag is read on the plated face, a thickness difference of 5 % between centre and rim (0.5 µm) is already 2.5 % of the 20 µm change in sag. The numerical output below gives these values with more digits.

## Computed results

```
Substrate Young modulus: 200 GPa
Substrate Poisson ratio: 0.30
Substrate thickness: 500 um
Film Young modulus: 150 GPa
Film Poisson ratio: 0.35
Film thickness: 10 um
Disc radius: 20 mm
Sag before plating: 4 um
Sag after plating: 24 um
Substrate biaxial modulus: 285.7 GPa
Film biaxial modulus: 230.8 GPa
Modulus ratio m: 0.8077
Thickness ratio h: 0.0200
Curvature before plating: 0.020 1/m
Curvature after plating: 0.120 1/m
Curvature change: 0.100 1/m
Radius equivalent to curvature change: 10.00 m
Stoney stress: 119.05 MPa
Stoney force per width: 1190.5 N/m
Average stress, uniform mismatch: 116.71 MPa
Stoney error against average: 2.00 %
Substrate mid-plane strain: -8.170e-06
Mismatch stress: 124.48 MPa
Stoney error against mismatch stress: -4.37 %
Layerwise growth, as-deposited stress: 120.54 MPa
Layerwise growth, final average: 116.69 MPa
Final sag / substrate thickness: 0.0480
Membrane stiffening N: 4.704e-04
Assumed mismatch-stress rise across film: 100 MPa
Shift of average due to that rise: -0.327 MPa
Stress error for substrate thickness +1 %: 2.01 %
h for 5 % error against average: 0.0501
h for 5 % error against mismatch stress: 0.0230
Table: h | Stoney/average | Stoney/mismatch (dimensionless)
0.001 | 1.0010 | 0.9978
0.010 | 1.0100 | 0.9779
0.020 | 1.0200 | 0.9563
0.050 | 1.0499 | 0.8943
0.100 | 1.0991 | 0.8001
0.200 | 1.1923 | 0.6428
```
